# Weibull Slope and Thickness in the Independent-Column Model of Oxide Breakdown: test program

```python
"""
Weibull slope of oxide breakdown by independent defect columns.

Result under test: N columns of n cells; mean defects per cell
m(t) = (t/tau)**alpha; breakdown when one column has a defect in every cell.
Failure probability F = 1 - (1 - q**n)**N with q = 1 - exp(-m).
The local slope beta = d ln(-ln(1-F)) / d ln t satisfies
alpha*n*(1-m/2) <= beta <= alpha*n, so beta -> alpha*n = alpha*d/a for small m,
where d is the oxide thickness and a the cell edge.
A layer is described by the tuple (alpha, tau, n); a stack is a list of layers.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.optimize import brentq

# Column probabilities down to 1e-36 are subtracted from 1 and then
# differenced with a step of 1e-6, so many spare digits are needed.
mp.mp.dps = 100
F63 = 1 - mp.exp(-1)


def mean_defects(t, alpha, tau):
    return (mp.mpf(t) / tau) ** alpha


def column_probability(t, layers):
    x = mp.mpf(1)
    for alpha, tau, n in layers:
        x *= (-mp.expm1(-mean_defects(t, alpha, tau))) ** n
    return x


def failure(t, layers, columns):
    return 1 - (1 - column_probability(t, layers)) ** columns


def numerical_slope(t, layers, columns):
    """Central difference of the Weibull ordinate in ln t."""
    h = mp.mpf("1e-6")
    w = [mp.log(-mp.log(1 - failure(t * mp.exp(s), layers, columns)))
         for s in (h, -h)]
    return (w[0] - w[1]) / (2 * h)


def phi(y):
    return mp.expm1(y) / y


def formula_slope(t, layers, columns):
    u = -mp.log1p(-column_probability(t, layers))
    return phi(u) * sum(al * n / phi(mean_defects(t, al, tau))
                        for al, tau, n in layers)


def time_at(fraction, layers, columns):
    """Failure time at a given fraction, by bisection on F in ln(t / 1 s)."""
    low, high = mp.mpf(-60), mp.mpf(45)
    for _ in range(110):
        mid = (low + high) / 2
        if failure(mp.exp(mid), layers, columns) < fraction:
            low = mid
        else:
            high = mid
    return mp.exp((low + high) / 2)


def fitted_shape(times):
    """Maximum-likelihood Weibull shape."""
    x = times / np.median(times)
    logx = np.log(x)

    def score(b):
        weight = x ** b
        return (weight * logx).sum() / weight.sum() - 1 / b - logx.mean()
    return brentq(score, 0.05, 20)


# ---- Monte Carlo: drop single defects into random cells of each device ----
rng = np.random.default_rng(12345)
mc_alpha, mc_columns, devices = 0.4, 1000, 4000
print(f"Monte Carlo: alpha = {mc_alpha}, columns = {mc_columns}, "
      f"devices per thickness = {devices}")
for n in (2, 3, 4):
    cells = mc_columns * n
    drops = cells // 2
    life = np.empty(devices)
    for k in range(devices):
        arrivals = np.cumsum(rng.exponential(size=drops))
        hit, first = np.unique(rng.integers(cells, size=drops),
                               return_index=True)
        cell_time = np.full(cells, np.inf)
        cell_time[hit] = (arrivals[first] / cells) ** (1 / mc_alpha)
        life[k] = cell_time.reshape(mc_columns, n).max(axis=1).min()
    assert np.all(np.isfinite(life))
    life.sort()
    q = -np.expm1(-life ** mc_alpha)
    theory = 1 - (1 - q ** n) ** mc_columns
    rank = np.arange(devices)
    distance = max(np.max(theory - rank / devices),
                   np.max((rank + 1) / devices - theory))
    # 1.95/sqrt(R) is the 0.1 % significance level of the largest CDF gap
    assert distance < 1.95 / np.sqrt(devices)
    layer = [(mc_alpha, 1, n)]
    local = float(formula_slope(time_at(F63, layer, mc_columns),
                                layer, mc_columns))
    shape = fitted_shape(life)
    # sampling error about 1.2 %, plus curvature of the Weibull plot
    assert abs(shape / local - 1) < 0.05
    print(f"  n = {n}: fitted slope {shape:.3f}, local slope at 63.2 % "
          f"{local:.3f}, alpha*n {mc_alpha*n:.2f}, CDF gap {distance:.4f}")

# ---- Exact slope and its bounds, also far outside the dilute limit ----
for n in (1, 2, 5, 12):
    for m in (0.001, 0.1, 0.7, 2.0):
        layer = [(0.4, 1, n)]
        t = mp.mpf(m) ** (1 / mp.mpf(0.4))
        slope = numerical_slope(t, layer, 10)
        assert abs(slope / formula_slope(t, layer, 10) - 1) < 1e-8
        assert 0.4 * n * (1 - m / 2) <= slope * (1 + 1e-9)
        assert slope <= 0.4 * n * (1 + 1e-9)
        if n == 1:
            assert abs(slope / 0.4 - 1) < 1e-8

# ---- Worked example ----
alpha, tau = 0.4, 1e12
edge_nm, area_um2 = 1.0, 100.0
columns = round(area_um2 * constants.micro ** 2
                / (edge_nm * constants.nano) ** 2)
print(f"Example: cell edge {edge_nm:.1f} nm, area {area_um2:.0f} um^2, "
      f"alpha = {alpha}, tau = {tau:.0e} s")
print(f"  columns N = {columns:.3e}, ln N = {np.log(columns):.2f}")
print("Values at 63.2 % failure (d in nm, t63 in s):")
t63 = {}
for n in (1, 2, 3, 4, 5, 6, 10, 20, 40):
    layer = [(alpha, tau, n)]
    t = time_at(F63, layer, columns)
    t63[n] = t
    q = (1 - (1 - F63) ** (mp.mpf(1) / columns)) ** (mp.mpf(1) / n)
    closed = tau * (-mp.log(1 - q)) ** (1 / mp.mpf(alpha))
    assert abs(closed / t - 1) < 1e-12
    m = mean_defects(t, alpha, tau)
    slope = numerical_slope(t, layer, columns)
    assert abs(slope / formula_slope(t, layer, columns) - 1) < 1e-8
    if n <= 6:
        assert abs(slope / (alpha * n) - 1) < 0.03
    print(f"  d = {n*edge_nm:4.1f}: m = {float(m):.3e}, "
          f"slope = {float(slope):.4f}, alpha*n = {alpha*n:.1f}, "
          f"ratio = {float(slope/(alpha*n)):.4f}, t63 = {float(t):.3e}")

dilute = tau * columns ** (-1 / (alpha * 4))
assert abs(t63[4] / dilute - 1) < 0.02
print(f"4 nm: dilute-limit t63 = {dilute:.3e} s; "
      f"full t63 = {float(t63[4])/constants.day:.1f} days")

# ---- Early failures and area scaling ----
early = 1e-4
for n in (2, 4):
    ratio = time_at(early, [(alpha, tau, n)], columns) / t63[n]
    weibull = float((-np.log1p(-early)) ** (1 / (alpha * n)))
    assert abs(ratio / weibull - 1) < 0.02
    print(f"{n*edge_nm:.0f} nm, F = {early:.0e}: t = "
          f"{float(ratio*t63[n]):.3e} s, t/t63 = {float(ratio):.3e}, "
          f"Weibull law {weibull:.3e}")
factor = 100
shrink = time_at(F63, [(alpha, tau, 4)], factor * columns) / t63[4]
law = factor ** (-1 / (alpha * 4))
assert abs(shrink / law - 1) < 0.02
print(f"4 nm, area x {factor}: t63 ratio = {float(shrink):.5f}, "
      f"power law {law:.5f}")

# ---- Very thick oxide: only logarithmic growth of the slope ----
thick = 10 ** 8
layer = [(alpha, tau, thick)]
slope = numerical_slope(time_at(F63, layer, columns), layer, columns)
log_n = mp.log(columns)
limit = alpha * log_n * mp.log(thick / log_n)
assert abs(slope / limit - 1) < 1e-5
print(f"Formal thick limit, n = {thick:.0e}: slope = {float(slope):.3f}, "
      f"logarithmic law {float(limit):.3f}")

# ---- Two-layer gate stack ----
alpha_il, alpha_hk, n_il = 0.3, 0.5, 1
print(f"Two-layer stack: interlayer alpha = {alpha_il}, cells = {n_il}; "
      f"high-k alpha = {alpha_hk}; tau = {tau:.0e} s in both")
for n_hk in (2, 3, 4):
    stack = [(alpha_il, tau, n_il), (alpha_hk, tau, n_hk)]
    t = time_at(F63, stack, columns)
    slope = numerical_slope(t, stack, columns)
    total = alpha_il * n_il + alpha_hk * n_hk
    assert abs(slope / formula_slope(t, stack, columns) - 1) < 1e-8
    assert abs(slope / total - 1) < 0.02
    print(f"  high-k cells = {n_hk}: slope at 63.2 % = {float(slope):.4f}, "
          f"dilute sum = {total:.2f}, t63 = {float(t):.3e} s")

print("finished without a failed check")
```

Printed output:

```
Monte Carlo: alpha = 0.4, columns = 1000, devices per thickness = 4000
  n = 2: fitted slope 0.781, local slope at 63.2 % 0.788, alpha*n 0.80, CDF gap 0.0187
  n = 3: fitted slope 1.139, local slope at 63.2 % 1.138, alpha*n 1.20, CDF gap 0.0169
  n = 4: fitted slope 1.427, local slope at 63.2 % 1.449, alpha*n 1.60, CDF gap 0.0139
Example: cell edge 1.0 nm, area 100 um^2, alpha = 0.4, tau = 1e+12 s
  columns N = 1.000e+08, ln N = 18.42
Values at 63.2 % failure (d in nm, t63 in s):
  d =  1.0: m = 1.000e-08, slope = 0.4000, alpha*n = 0.4, ratio = 1.0000, t63 = 1.000e-08
  d =  2.0: m = 1.000e-04, slope = 0.8000, alpha*n = 0.8, ratio = 1.0000, t63 = 1.000e+02
  d =  3.0: m = 2.157e-03, slope = 1.1987, alpha*n = 1.2, ratio = 0.9989, t63 = 2.160e+05
  d =  4.0: m = 1.005e-02, slope = 1.5920, alpha*n = 1.6, ratio = 0.9950, t63 = 1.013e+07
  d =  5.0: m = 2.544e-02, slope = 1.9747, alpha*n = 2.0, ratio = 0.9873, t63 = 1.032e+08
  d =  6.0: m = 4.753e-02, slope = 2.3434, alpha*n = 2.4, ratio = 0.9764, t63 = 4.925e+08
  d = 10.0: m = 1.726e-01, slope = 3.6648, alpha*n = 4.0, ratio = 0.9162, t63 = 1.237e+10
  d = 20.0: m = 5.077e-01, slope = 6.1404, alpha*n = 8.0, ratio = 0.7675, t63 = 1.836e+11
  d = 40.0: m = 9.968e-01, slope = 9.3287, alpha*n = 16.0, ratio = 0.5830, t63 = 9.921e+11
4 nm: dilute-limit t63 = 1.000e+07 s; full t63 = 117.2 days
2 nm, F = 1e-04: t = 1.000e-03 s, t/t63 = 9.999e-06, Weibull law 1.000e-05
4 nm, F = 1e-04: t = 3.166e+04 s, t/t63 = 3.127e-03, Weibull law 3.162e-03
4 nm, area x 100: t63 ratio = 0.05575, power law 0.05623
Formal thick limit, n = 1e+08: slope = 114.261, logarithmic law 114.261
Two-layer stack: interlayer alpha = 0.3, cells = 1; high-k alpha = 0.5; tau = 1e+12 s in both
  high-k cells = 2: slope at 63.2 % = 1.2974, dilute sum = 1.30, t63 = 7.060e+05 s
  high-k cells = 3: slope at 63.2 % = 1.7885, dilute sum = 1.80, t63 = 3.659e+07 s
  high-k cells = 4: slope at 63.2 % = 2.2680, dilute sum = 2.30, t63 = 3.446e+08 s
finished without a failed check
```
